Zeeman g Factors in Hund's Cases (a) and (b), part 2

A diatomic molecule in a ²Π₁/₂ state has almost no linear Zeeman effect when its spin is tied to the axis. How much magnetism remains when the tie is imperfect, or when other electronic states mix in?

With ħ = 1, R is the nuclear rotation, L the electronic orbital angular momentum, S the spin, N = R + L and J = R + L + S the total. R, L and S commute with one another. The unit vector n lies along the axis, with n·R = 0, n·L = Λ, n·S = Σ and n·J = Ω = Λ + Σ. Σ and Π states have Λ = 0 and Λ = ±1. The rotational energy is B R² and the spin–orbit energy A L·S. Within one electronic state L·J becomes ΛΩ and A L·S becomes AΛΣ; L⊥, the part of L perpendicular to n, connects different electronic states.

A weak field 𝓑 along Z adds

H_Z = μ_B 𝓑 (g_L L_Z + g_S S_Z), g_L = 1, g_S ≈ 2.0023,

with μ_B the Bohr magneton. Nuclear moments and the diamagnetic energy are left out. With M the value of J_Z, the g factor is defined by E = E₀ + g μ_B 𝓑 M and obeys

g J(J+1) = ⟨G⟩, G = g_L L·J + g_S S·J. (9)

In case (a), |AΛ| ≫ BJ, the spin is tied to the axis and

g = (g_L Λ + g_S Σ) Ω / [J(J+1)]. (4)

For spin 1/2 this requires Λ ≠ 0. For ²Π₁/₂ it gives

g = (g_L − g_S/2)/[2J(J+1)]. (10)

At J = 1/2 this is −0.00077, in case (b) too.

In case (b) the spin is free of the axis and N is a good quantum number:

⟨L·J⟩ = Λ²⟨N·J⟩ / [N(N+1)],

⟨N·J⟩ = [J(J+1) + N(N+1) − S(S+1)] / 2. (7)

For S = 1/2, S·J is (J+1)/2 for N = J − 1/2 and −J/2 for N = J + 1/2. Planck's constant is h.

10. The operator that frees the spin

For a ²Π state with J ≥ 3/2 and Λ = 1 there are two states, Ω = 3/2 with Σ = 1/2 and Ω = 1/2 with Σ = −1/2. Taking Λ = −1 instead gives an equivalent pair. S·J commutes with n·L, so it acts within the pair. Its diagonal elements are ΣΩ:

(S·J)₃₃ = (1/2)(3/2) = 3/4, (S·J)₁₁ = (−1/2)(1/2) = −1/4.

The subscripts 3 and 1 stand for Ω = 3/2 and Ω = 1/2. The off-diagonal element, called q, follows from the eigenvalues. For J ≥ 3/2 both N = J − 1/2 and N = J + 1/2 are allowed, so the eigenvalues are (J+1)/2 and −J/2. Their sum is 1/2, in agreement with 3/4 − 1/4. Their product is the determinant:

−J(J+1)/4 = (3/4)(−1/4) − q².

Therefore q² = [J(J+1) − 3/4]/4. Define

s² = J(J+1) − 3/4 = (J − 1/2)(J + 3/2) = (J + 1/2)² − 1.

Then |q| = s/2. The phases of the two basis states can be chosen to make q positive. This choice does not affect g, because the same S·J appears in the energy and in G.

11. Energies of the pair

The rotational energy is B R², with R = N − L:

R² = N² + L² − 2N·L.

N commutes with the scalar n·L, so within the electronic state N·L becomes Λn·N = Λ². The average of L² is Λ² plus a constant from the perpendicular components. Hence R² equals N² − Λ² plus a constant that shifts both levels equally and can be dropped. With the spin–orbit energy,

H = B(N² − Λ²) + AΛΣ.

Now use N² = J(J+1) + 3/4 − 2S·J and Λ² = 1:

H₃₃ = A/2 + B[J(J+1) + 3/4 − 3/2 − 1] = A/2 + B[J(J+1) − 7/4],
H₁₁ = −A/2 + B[J(J+1) + 3/4 + 1/2 − 1] = −A/2 + B[J(J+1) + 1/4],
H₁₃ = −2Bq = −Bs.

The off-diagonal element is the spin uncoupling. It grows about as BJ, which justifies the case (a) condition |A| ≫ BJ.

Half the difference of the diagonal elements is

δ = (H₃₃ − H₁₁)/2 = (A − 2B)/2.

The energies are the mean of the diagonal elements plus or minus W, where W² = δ² + B²s². With Y = A/B,

W² = (B²/4)[(Y − 2)² + 4s²].

Insert s² = (J + 1/2)² − 1. The +4 from the first square cancels the −4 from the second term, and

W = BX/2, X = √[4(J + 1/2)² + Y(Y − 4)].

12. The g factors of the pair

Let p₃ and p₁ be the weights of Ω = 3/2 and Ω = 1/2 in a level, and let z = p₃ − p₁. Let x be twice the product of the two real amplitudes. The energy of a level relative to the mean is zδ + xt, where t = H₁₃ = −Bs, and for the upper level it equals √(δ² + t²). The derivative of an eigenvalue with respect to a parameter is the average of the derivative of H, because the norm of the state is fixed and the change of the state contributes nothing at first order. So for the upper level

z = ∂W/∂δ = δ/W = (Y − 2)/X,
x = ∂W/∂t = t/W = −2s/X.

For the lower level both signs are reversed.

The elements of G follow from L·J = ΛΩ and from the matrix of S·J:

G₃₃ = 3g_L/2 + 3g_S/4, G₁₁ = g_L/2 − g_S/4, G₁₃ = g_S s/2.

The mean of the diagonal elements is g_L + g_S/4. Half their difference is (g_L + g_S)/2. The average of G is the mean, plus half the difference times z, plus G₁₃ times x:

g_± J(J+1) = g_L + g_S/4 ± [(g_L + g_S)(Y − 2)/2 − g_S s²]/X. (11)

The upper sign belongs to the upper level in energy. For A ≫ BJ the lower level is mainly ²Π₁/₂. For large negative A, an inverted doublet, (Y − 2)/X tends to −1, and ²Π₁/₂ is the upper level.

Adding the two results removes X:

g_+ + g_− = (2g_L + g_S/2)/[J(J+1)]. (12)

The sum does not depend on A/B. Spin uncoupling changes the two g factors by equal and opposite amounts. For A ≫ BJ the g factor of ²Π₁/₂ rises from nearly zero and that of ²Π₃/₂ falls by the same amount. For an inverted doublet the signs are reversed and both levels become more magnetic: at A/B = −7.5 and J = 3/2, g is −0.134 for ²Π₁/₂ and 0.935 for ²Π₃/₂.

13. Limits of the formula

For A ≫ BJ, keep terms of first order in s/(Y − 2). Since X differs from Y − 2 only at second order in this ratio, the lower sign of (11) gives

g J(J+1) ≈ g_L/2 − g_S/4 + g_S s²/(Y − 2),

or

g ≈ (g_L − g_S/2)/[2J(J+1)] + g_S B s²/[(A − 2B)J(J+1)]. (13)

The first term is the case (a) value. The second is the moment brought in by spin uncoupling. Although the weight of Ω = 3/2 is of second order in B/A, the moment is of first order. It comes from G₁₃, the interference between the two spin directions: a small tilt of the spin produces a spin component along J at first order in the tilt.

For A = 0, X = 2J + 1 and Y − 2 = −2. The lower level then has

g J(J+1) = g_L + g_S/4 + [g_L + g_S + g_S s²]/(2J + 1).

Because 1 + s² = (J + 1/2)², the spin terms add to g_S/4 + g_S(2J + 1)/4 = g_S(J + 1)/2. This is the case (b) value for N = J − 1/2. The orbital terms add to g_L(2J + 2)/(2J + 1). In case (b) they should equal ⟨N·J⟩/[N(N+1)]. For N = J − 1/2,

⟨N·J⟩ = [J² + J + J² − 1/4 − 3/4]/2 = (2J − 1)(J + 1)/2,
N(N+1) = (2J − 1)(2J + 1)/4,

and the ratio is 2(J + 1)/(2J + 1), as required. The sum rule (12) then settles the other level, because the trace of G is the same in any basis.

For J = 3/2 the lower level thus moves from almost zero to (g_L + g_S)/3 = 1.00 as A/B falls from large values to zero, while the upper level moves from 0.80 to −0.20. The statement that ²Π₁/₂ is nearly nonmagnetic belongs to spin–orbit coupling that is strong compared with BJ, apart from the special level J = 1/2. It means that g is small compared with 1, not that it is always smaller than the g factor of ²Π₃/₂. The latter falls with J, and at A/B = 60 and J = 19/2 the values are 0.033 for ²Π₁/₂ and −0.003 for ²Π₃/₂.

14. What remains at J = 1/2: a model with a Σ state

At J = 1/2 there is no Ω = 3/2 partner, so spin uncoupling within the Π state is absent. The small value −0.00077 then has to be compared with the mixing of other electronic states by L⊥. I estimate this for a specific model: an electron with L = 1, whose Π components have axial energy zero and whose Σ component has axial energy Δ, with Δ much larger than |A| and B. The Hamiltonian is B R² + A L·S plus this axial energy.

The axial energy is built from (n·L)². It is quadratic in n, so it changes R by 0 or ±2. Nothing else in the Hamiltonian, and nothing in H_Z, changes R. Levels with even and odd R therefore do not mix, and they are the two parity components.

Let j be the quantum number of L + S, which is 1/2 or 3/2. To obtain J = 1/2, j and R can combine as follows:

even R: (j, R) = (1/2, 0) and (3/2, 2),
odd R: (j, R) = (1/2, 1) and (3/2, 1).

Each parity has two states. From 2L·S = j(j+1) − 2 − 3/4, the eigenvalues of L·S are −1 for j = 1/2 and 1/2 for j = 3/2. Their sum is −1/2.

In the electronic basis, L·S has the diagonal value ΛΣ = −1/2 in a Π state with J = 1/2 and 0 in a Σ state. The sum −1/2 shows that each parity contains one Π and one Σ state. If a denotes the off-diagonal element of L·S, the determinant gives

(−1)(1/2) = (−1/2)(0) − a², so a² = 1/2.

Next I need b, the Π–Σ element of L·J. From R = J − L − S,

R² = J² + L² + S² − 2L·J − 2S·J + 2L·S.

The first three terms are constants. S·J commutes with n·L and cannot connect Π to Σ. The off-diagonal element of R² is therefore 2a − 2b.

For odd R, both states have R² = 2, a constant, so its off-diagonal element is zero and b = a.

For even R, R² = 0 goes with L·S = −1, and R² = 6 goes with L·S = 1/2. Both pairs satisfy R² = 4 + 4L·S. The off-diagonal element is 4a, so 2a − 2b = 4a and b = −a.

The Hamiltonian element between Π and Σ is Aa for odd R and (A + 4B)a for even R. To first order, the Π state acquires the Σ state with amplitude equal to minus this element divided by Δ. The change of ⟨G⟩ is twice the amplitude times G_ΠΣ = g_L b. Divide by J(J+1) = 3/4 and set g_L = 1 and a² = 1/2:

odd R: δg = −(4/3)A/Δ,
even R: δg = +(4/3)(A + 4B)/Δ. (14)

The two parity components of the J = 1/2 level receive shifts of opposite sign when A is positive. The corrections to (14) are smaller by factors of order A/Δ and B/Δ.

15. Worked example

Take model parameters B = 2 cm⁻¹, A = 120 cm⁻¹ and Δ = 40000 cm⁻¹, in a field of 0.1 T. Wavenumbers are used because these rotational energies are very small fractions of a hartree. The ratio is Y = 60.

For J = 3/2, J(J+1) = 3.75 and s² = 3. Then

X = √(16 + 60·56) = √3376 = 58.10.

In (11) the mean is 1 + 2.0023/4 = 1.5006. The bracket is

3.0023·29 − 2.0023·3 = 87.067 − 6.007 = 81.060,

and dividing by X gives 1.3951. Hence

lower level: g = (1.5006 − 1.3951)/3.75 = 0.0281,
upper level: g = (1.5006 + 1.3951)/3.75 = 0.772.

Pure case (a) would give −0.00015 and 0.800. The weight of Ω = 3/2 in the lower level is only 0.089 percent, yet the moment brought in by spin uncoupling, nearly all of it from the interference term G₁₃, far exceeds the case (a) value. The first-order formula (13) gives 0.0275, which is 2.4 percent below the result of (11).

For the lower level at higher J, (11) gives 0.0322 at J = 5/2 and 0.0334 at J = 7/2. In (13) the factor s²/[J(J+1)] equals 1 − 3/[4J(J+1)]. It rises from 0.8 at J = 3/2 towards 1, which accounts for most of this slow growth.

At J = 3/2 the dependence on the coupling is as follows.

A/B = 1000: lower 0.0015, upper 0.799
A/B = 60: lower 0.0281, upper 0.772
A/B = 10: lower 0.217, upper 0.584
A/B = 4: lower 0.600, upper 0.200
A/B = 0: lower 1.001, upper −0.200

Before rounding, each pair adds to 0.8003, as (12) requires. Three entries need care. At A/B = 0 both J = 3/2 levels, and at A/B = 4 the upper one, are exactly degenerate in this model with a level of neighbouring J, and any field mixes them. These entries are values of (11), and they give the Zeeman slope only if some further interaction lifts the degeneracy by much more than μ_B𝓑. At A = 0, for instance, the two N = 1 states with M = 1/2 shift by −0.501 and +1.001 times μ_B𝓑, and neither equals gM = 0.500. At A/B = 10 the lower level is already clearly magnetic.

For J = 1/2, equation (14) gives

even R: δg = 4·128/(3·40000) = 0.00427,
odd R: δg = −4·120/(3·40000) = −0.00400.

Diagonalizing the full model gives shifts of 0.00426 and −0.00398. Added to −0.00077, these produce total g factors of about 0.0035 and −0.0048. In this model the Σ admixture, not the departure of g_S from 2, sets most of the remaining magnetism.

The same admixture separates the two parity components at J = 3/2. The full model gives 0.0264 for even R and 0.0297 for odd R, on either side of the value 0.0281 found without it.

The linear Zeeman effect separates adjacent M levels by gμ_B𝓑, which is gμ_B𝓑/h as a frequency. Terms quadratic in the field, left out here, make the three spacings of a J = 3/2 level slightly unequal. With μ_B/h = 13996 MHz/T and 0.1 T, a level with g = 1 has a spacing of 1400 MHz. The spacings without Σ admixture are

²Π₁/₂, J = 1/2: −1.1 MHz,
²Π₁/₂, J = 3/2: 39 MHz,
²Π₃/₂, J = 3/2: 1081 MHz.

With the Σ state included, the J = 1/2 spacings become 4.9 MHz for even R and −6.7 MHz for odd R. A negative value means that M = +1/2 lies below M = −1/2. The numerical check obtains the g factors by diagonalizing the coupled rotor, orbital and spin angular momenta, without using the formulas derived here.

16. What "nearly nonmagnetic" leaves open

The result concerns the linear Zeeman effect. The spin itself has not disappeared. For spin 1/2, S_Z² = 1/4, so S_Z acting on a normalized state gives a vector of squared length 1/4. The part that leaves Σ unchanged is n_ZΣ, with squared length ⟨n_Z²⟩/4, which is less than 1/4. The rest changes Σ and so leads from ²Π₁/₂ to ²Π₃/₂. The field therefore couples these states. For A ≫ BJ the coupling contributes an energy of order (μ_B𝓑)²/A, quadratic in the field.

The small g factors at J = 1/2 also call for caution about omitted terms. The rotating nuclei carry a moment smaller than μ_B by roughly the ratio of electron to proton mass, about 1/2000. This is comparable with the value −0.00077. In a real molecule, the electronic states mixed by L⊥ need not form a single L = 1 shell, so (14) gives a scale for the effect and not a prediction. For J ≥ 3/2, the spin uncoupling in (11) is the larger effect in the example above. The Σ shift falls roughly as 1/J while the uncoupling term stays near 2B/A, so the balance depends on J. When B/A equals A/Δ, the Σ shift in the model is about a third of the uncoupling term at J = 3/2, 0.14 of it at J = 7/2 and 0.05 of it at J = 19/2. Spin uncoupling ceases to dominate only when A/Δ exceeds B/A by a factor of order 2J.

Computed values

```
g_L = 1, g_S = 2.002319 (dimensionless)
mu_B/h = 13996.24 MHz/T
B = 2.0 cm^-1, A = 120.0 cm^-1, A/B = 60.0
Pi-Sigma gap Delta = 40000 cm^-1, field = 0.1 T
All g factors below are dimensionless.
2Pi1/2: J, case (a), with uncoupling, full model even R, odd R
  0.5  -0.00077  -0.00077   0.00348  -0.00476
  1.5  -0.00015   0.02813   0.02642   0.02968
  2.5  -0.00007   0.03216   0.03308   0.03103
  3.5  -0.00004   0.03339   0.03254   0.03402
2Pi3/2: J, case (a), with uncoupling, full model even R, odd R
  1.5   0.80046   0.77218   0.77242   0.77246
  2.5   0.34306   0.31083   0.31116   0.31109
  3.5   0.19059   0.15716   0.15742   0.15751
J=1/2 Sigma-admixture shift of g, formula: even R 0.00427, odd R -0.00400
J=1/2 same shift, full model: even R 0.00426, odd R -0.00398
J=3/2 lower level: weight of Omega=3/2 = 0.089 percent
J=3/2 lower level: first-order g = 0.02746
J=3/2 scan: A/B, g lower, g upper, sum (model, Delta/B = 1e8)
    1000   0.00145   0.79886   0.80030
      60   0.02813   0.77218   0.80031
      10   0.21655   0.58376   0.80031
       4   0.60046   0.19985   0.80031
       0   1.00077  -0.20046   0.80031
Case (b) 2Pi J=3/2: N=1 g = 1.00077, N=2 g = -0.20046
Case (b) 2Pi J=1/2, N=1: g = -0.00077
2Sigma J=1/2, N=0: model g = 2.00232, case (a) formula (wrong here) = 0.66744
Spacing of adjacent M levels, g*mu_B*field/h, without Sigma admixture:
  2Pi1/2 J=1/2: -1.08 MHz
  2Pi1/2 J=3/2: 39.37 MHz
  2Pi3/2 J=3/2: 1080.77 MHz
2Pi1/2 J=1/2 spacing, full model: even R 4.88 MHz, odd R -6.66 MHz
```
